# Inverting the generalised Anscombe transform for denoised low-light pixels: verification in Python

```python
"""
Generalised Anscombe transform (GAT) for mixed Poisson-Gaussian pixel noise.
Result under test: after perfect denoising in the transformed domain, the
algebraic inverse has bias  C - V/4  (electrons), where
  x = N + s*n : pixel value in electrons, N Poisson(lam), n standard normal
  c = s^2 + 3/8,  f = 2*sqrt(max(x+c,0)) : transformed value
  mu = E f, V = Var f, C = E max(-x-c,0) : clipping term.
The exact unbiased inverse is the inverse function of mu(lam).
For a mean of M transformed samples the algebraic bias is C-(1-1/M)*V/4.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import gammaln, xlogy
from scipy.stats import norm

COUNTS = np.arange(421)


def offset_c(s):
    return s * s + 3 / 8


def poisson_weights(lam, counts=COUNTS):
    w = np.exp(xlogy(counts, lam) - lam - gammaln(counts + 1))
    return w / w.sum()


@lru_cache(maxsize=None)
def conditional_means(s, c):
    """E[f | N=k] for all k; x+c=t^2 makes the integrand smooth and even."""
    step = 0.005
    t = np.arange(0, 23, step)
    arg = (t[None, :] ** 2 - c - COUNTS[:, None]) / s
    density = np.exp(-arg ** 2 / 2) / (s * np.sqrt(2 * np.pi))
    return density @ (4 * t ** 2) * step


def mean_f(lam, s, c=None):
    c = offset_c(s) if c is None else c
    return float(poisson_weights(lam) @ conditional_means(s, c))


def exact_inverse(D, s):
    if D <= mean_f(0.0, s):
        return 0.0
    return brentq(lambda lam: mean_f(lam, s) - D, 0.0, 250.0, xtol=1e-12)


def algebraic_inverse(D, s):
    return D ** 2 / 4 - offset_c(s)


def clipping_term(lam, s):
    a = COUNTS + offset_c(s)
    return float(poisson_weights(lam) @ (s * norm.pdf(a / s)
                                         - a * norm.cdf(-a / s)))


def direct_mean_variance(lam, s):
    """Mean and variance of f integrated over the full mixed density."""
    c = offset_c(s)
    k = np.arange(int(lam + 12 * np.sqrt(lam + 1) + 12))
    w = poisson_weights(lam, k)
    t = np.linspace(0, np.sqrt(k[-1] + c + 8 * s), 8001)
    density = w @ norm.pdf(t[None, :] ** 2 - c, loc=k[:, None], scale=s)
    below = float(w @ norm.cdf(-(k + c) / s))
    mean = simpson(2 * t * density * 2 * t, x=t)
    var = simpson((2 * t - mean) ** 2 * density * 2 * t, x=t)
    return float(mean), float(var + mean ** 2 * below)


# Symbolic high-count expansion of the variance, from the cumulants of x
eps, s2, d = sp.symbols("eps s2 d", positive=True)  # eps = 1/(lam+c)
lam_sym = 1 / eps - s2 - d
kappa = [0, 0, lam_sym + s2] + [lam_sym] * 4
moments = [sp.Integer(1)]
for n in range(6):
    moments.append(sp.expand(sum(sp.binomial(n, j) * kappa[j + 1]
                                 * moments[n - j] for j in range(n + 1))))
S = sp.expand(sum(sp.binomial(sp.Rational(1, 2), k) * moments[k] * eps ** k
                  for k in range(7)))
var_series = sp.expand(4 / eps * (1 - S ** 2))
assert sp.simplify(var_series.coeff(eps, 0) - 1) == 0
first = var_series.coeff(eps, 1)
assert sp.solve(first, d) == [sp.Rational(3, 8)]
second = sp.simplify(var_series.coeff(eps, 2).subs(d, sp.Rational(3, 8)))
assert sp.simplify(second - (1 + 8 * s2) / 16) == 0

# Sensor parameters: rough typical values for a low-light CMOS sensor
gain, black, sigma_dn, full_scale = 2.0, 64.0, 3.0, 4095
s_main, s_quiet = sigma_dn / gain, 0.3
print(f"gain {gain:.1f} DN/e, offset {black:.0f} DN, "
      f"read noise {sigma_dn:.1f} DN")
print(f"read noise: main {s_main:.2f} e, quiet pixel {s_quiet:.2f} e")
print("variance series: 1/m coefficient", first)
print("variance series: 1/m^2 coefficient", second, "(s2 = s^2 in e^2)")

# Bias table: identity, exact inverse and derivative law
for s in (s_main, s_quiet):
    print(f"read noise {s:.2f} e: columns lam(e) mu V C(e) "
          "b_alg(e) b_asym(e)")
    for lam in (0.0, 0.5, 1.0, 2.0, 5.0, 10.0, 50.0):
        mean, var = direct_mean_variance(lam, s)
        C = clipping_term(lam, s)
        bias = algebraic_inverse(mean_f(lam, s), s) - lam
        assert abs(bias - (C - var / 4)) < 1e-6
        assert abs(exact_inverse(mean, s) - lam) < 1e-6
        if lam > 0:
            slope = (mean_f(lam + 1e-3, s) - mean_f(lam - 1e-3, s)) / 2e-3
            rise = mean_f(lam, s, offset_c(s) + 1) - mean_f(lam, s)
            assert rise > 0 and abs(slope - rise) < 1e-5
        print(f"{lam:5.1f} {mean:8.4f} {var:7.4f} {C:8.5f} "
              f"{bias:8.4f} {bias + 0.25:8.4f}")

# High-count limit of (lam+c)^2 * (bias + 1/4), extrapolated in 1/(lam+c)
for s in (s_main, s_quiet):
    m = np.array([100.0, 200.0]) + offset_c(s)
    scaled = [mm ** 2 * (algebraic_inverse(mean_f(L, s), s) - L + 0.25)
              for mm, L in zip(m, (100.0, 200.0))]
    limit = (m[1] * scaled[1] - m[0] * scaled[0]) / (m[1] - m[0])
    law = -(1 + 8 * s * s) / 64
    assert abs(limit / law - 1) < 0.02
    print(f"s={s:.2f} e: tail coefficient numeric {limit:.4f}, "
          f"law {law:.4f} e^3")

# One signal followed through the three inverses
lam0 = 2.0
D0 = mean_f(lam0, s_main)
V0 = direct_mean_variance(lam0, s_main)[1]
alg0 = algebraic_inverse(D0, s_main)
bias0 = alg0 - lam0
print(f"signal {lam0:.1f} e, mean raw {black + gain * lam0:.1f} DN, "
      f"mu {D0:.4f}")
print(f"inverses: algebraic {alg0:.4f}, asymptotic {alg0 + 0.25:.4f}, "
      f"exact {exact_inverse(D0, s_main):.4f} e")
print(f"algebraic bias {bias0:.4f} e = {gain * bias0:.4f} DN, "
      f"relative {100 * bias0 / lam0:.1f} %")
print(f"samples for standard error = |bias|: "
      f"{D0 ** 2 * V0 / (4 * bias0 ** 2):.0f}")

# Lookup table for the exact inverse, checked against root finding
lam_nodes = np.linspace(0, np.sqrt(150), 500) ** 2
D_nodes = np.array([mean_f(L, s_main) for L in lam_nodes])
assert np.all(np.diff(D_nodes) > 0)
lookup = CubicSpline(D_nodes, lam_nodes)
probe = np.linspace(D_nodes[0] + 0.013, 20.0, 41)
table_error = max(abs(float(lookup(D)) - exact_inverse(D, s_main))
                  for D in probe)
assert table_error < 1e-5
print(f"lookup table: {len(D_nodes)} nodes, max error {table_error:.1e} e")

# Finite denoising: simulated raw pixels in DN, averages of M samples
rng = np.random.default_rng(12345)
M, trials = 16, 200000
print(f"patch mean, M={M}, {trials} patches; biases in e")
print("lam: alg sim/law, exact sim/curvature law, clamped %")
for lam in (0.5, 2.0, 10.0):
    z = (gain * rng.poisson(lam, (trials, M)) + black
         + sigma_dn * rng.standard_normal((trials, M)))
    root_arg = gain * z + 3 * gain ** 2 / 8 + sigma_dn ** 2 - gain * black
    D = (2 / gain * np.sqrt(np.maximum(root_arg, 0))).mean(axis=1)
    alg = algebraic_inverse(D, s_main)
    clamped = D <= D_nodes[0]
    exact = np.where(clamped, 0.0, lookup(D))
    V = direct_mean_variance(lam, s_main)[1]
    law_alg = clipping_term(lam, s_main) - (1 - 1 / M) * V / 4
    c = offset_c(s_main)
    f0, f1, f2 = (mean_f(lam, s_main, c + j) for j in range(3))
    law_exact = -(f2 - 2 * f1 + f0) / (f1 - f0) ** 3 * V / (2 * M)
    se_alg = alg.std() / np.sqrt(trials)
    se_exact = exact.std() / np.sqrt(trials)
    b_alg, b_exact = alg.mean() - lam, exact.mean() - lam
    assert abs(b_alg - law_alg) < 5 * se_alg
    if lam >= 2:
        # 0.002 e allows for terms of order 1/M^2 left out of the law
        assert abs(b_exact - law_exact) < 5 * se_exact + 0.002
    else:
        assert b_exact > law_exact
    print(f"{lam:4.1f}: {b_alg:.4f}/{law_alg:.4f}, "
          f"{b_exact:.4f}/{law_exact:.4f}, {100 * clamped.mean():.2f}")
    print(f"      standard errors {se_alg:.4f}, {se_exact:.4f} e")

# A denoiser that mixes two unequal pixels
low, high = 1.0, 5.0
D_mix = (mean_f(low, s_main) + mean_f(high, s_main)) / 2
mixed = exact_inverse(D_mix, s_main)
assert mixed < (low + high) / 2
print(f"mix of {low:.0f} and {high:.0f} e: true mean "
      f"{(low + high) / 2:.2f}, exact inverse {mixed:.4f} e")

# Neglected effects, all for the 2 e signal unless stated
c = offset_c(s_main)
codes = np.arange(0, 401)
centres = black + gain * COUNTS[:60, None]
upper = norm.cdf((codes[None, :] + 0.5 - centres) / sigma_dn)
lower = norm.cdf((codes[None, :] - 0.5 - centres) / sigma_dn)
p_code = poisson_weights(lam0, COUNTS[:60]) @ (upper - lower)
f_code = 2 * np.sqrt(np.maximum((codes - black) / gain + c, 0))
err_quant = exact_inverse(float(p_code @ f_code), s_main) - lam0
assert abs(p_code.sum() - 1) < 1e-10 and abs(err_quant) < 0.01
print(f"quantisation: exact-inverse error {err_quant:.5f} e")
s_true = 1.10 * s_main
err_read = exact_inverse(mean_f(lam0, s_true, c), s_main) - lam0
print(f"true read noise {s_true:.2f} e, assumed {s_main:.2f} e: "
      f"error {err_read:.4f} e")
scale = 1.05  # true gain divided by assumed gain
s_wrong = scale * s_main
D_gain = np.sqrt(scale) * mean_f(lam0, s_main, offset_c(s_wrong) / scale)
err_gain = exact_inverse(D_gain, s_wrong) - lam0
print(f"true/assumed gain {scale:.2f}: error {err_gain:.4f} e")
jump, p_jump = 4.0, 0.10
D_rts = ((1 - 2 * p_jump) * mean_f(lam0, s_main)
         + p_jump * (mean_f(lam0, s_main, c + jump)
                     + mean_f(lam0, s_main, c - jump)))
err_rts = exact_inverse(D_rts, s_main) - lam0
print(f"telegraph jumps +-{jump:.0f} e, probability {p_jump:.2f} each: "
      f"error {err_rts:.4f} e")
dark_rate, exposure, activation = 5.0, 1 / 30, 0.56
kB_eV = constants.k / constants.e
heat = np.exp(activation / kB_eV * (1 / 300 - 1 / 330))
print(f"dark rate {dark_rate:.1f} e/s at 300 K, exposure "
      f"{1000 * exposure:.1f} ms, activation {activation:.2f} eV")
print(f"dark charge: 300 K {dark_rate * exposure:.3f} e, "
      f"330 K {dark_rate * exposure * heat:.3f} e")
prnu = 0.01
print(f"response nonuniformity {100 * prnu:.0f} %: {prnu * lam0:.3f} e; "
      f"equals 0.25 e at {0.25 / prnu:.0f} e")
print(f"converter: black margin {black / sigma_dn:.1f} sigma, "
      f"top {(full_scale - black) / gain:.0f} e")
print("tests ok")
```

Output:

```
gain 2.0 DN/e, offset 64 DN, read noise 3.0 DN
read noise: main 1.50 e, quiet pixel 0.30 e
variance series: 1/m coefficient 3/8 - d
variance series: 1/m^2 coefficient s2/2 + 1/16 (s2 = s^2 in e^2)
read noise 1.50 e: columns lam(e) mu V C(e) b_alg(e) b_asym(e)
  0.0   3.0702  1.1712  0.02426  -0.2685  -0.0185
  0.5   3.3755  1.1699  0.01592  -0.2765  -0.0265
  1.0   3.6586  1.1563  0.01043  -0.2787  -0.0287
  2.0   4.1712  1.1186  0.00445  -0.2752  -0.0252
  5.0   5.4277  1.0416  0.00033  -0.2601  -0.0101
 10.0   7.0349  1.0109  0.00000  -0.2527  -0.0027
 50.0  14.4741  1.0005  0.00000  -0.2501  -0.0001
read noise 0.30 e: columns lam(e) mu V C(e) b_alg(e) b_asym(e)
  0.0   1.2765  0.2619  0.00784  -0.0576   0.1924
  0.5   1.7965  0.6518  0.00475  -0.1582   0.0918
  1.0   2.2419  0.8452  0.00288  -0.2084   0.0416
  2.0   2.9800  0.9836  0.00106  -0.2448   0.0052
  5.0   4.5663  1.0087  0.00005  -0.2521  -0.0021
 10.0   6.3921  1.0016  0.00000  -0.2504  -0.0004
 50.0  14.1725  1.0000  0.00000  -0.2500  -0.0000
s=1.50 e: tail coefficient numeric -0.2967, law -0.2969 e^3
s=0.30 e: tail coefficient numeric -0.0269, law -0.0269 e^3
signal 2.0 e, mean raw 68.0 DN, mu 4.1712
inverses: algebraic 1.7248, asymptotic 1.9748, exact 2.0000 e
algebraic bias -0.2752 e = -0.5504 DN, relative -13.8 %
samples for standard error = |bias|: 64
lookup table: 500 nodes, max error 1.9e-10 e
patch mean, M=16, 200000 patches; biases in e
lam: alg sim/law, exact sim/curvature law, clamped %
 0.5: -0.2595/-0.2583, 0.0453/0.0160, 13.18
      standard errors 0.0010, 0.0009 e
 2.0: -0.2573/-0.2577, 0.0175/0.0171, 0.01
      standard errors 0.0012, 0.0012 e
10.0: -0.2352/-0.2369, 0.0176/0.0159, 0.00
      standard errors 0.0020, 0.0020 e
mix of 1 and 5 e: true mean 3.00, exact inverse 2.8054 e
quantisation: exact-inverse error -0.00022 e
true read noise 1.65 e, assumed 1.50 e: error -0.0374 e
true/assumed gain 1.05: error 0.0937 e
telegraph jumps +-4 e, probability 0.10 each: error -0.1979 e
dark rate 5.0 e/s at 300 K, exposure 33.3 ms, activation 0.56 eV
dark charge: 300 K 0.167 e, 330 K 1.194 e
response nonuniformity 1 %: 0.020 e; equals 0.25 e at 25 e
converter: black margin 21.3 sigma, top 2016 e
tests ok
```
